# Transient enhanced diffusion in silicon at 800 and 700 °C

## Problem

Ion implantation displaces silicon atoms. During the first moments of an anneal, part of the surplus self-interstitials condenses into rod-like {311} defects. These dissolve slowly and keep the free interstitial concentration far above equilibrium. Boron moves with the help of interstitials, so it diffuses much faster than usual until the defects are gone. This is transient enhanced diffusion (TED).

Let the dissolution rate have a single activation energy \(E=3.6\) eV and a temperature-independent prefactor. Two identical wafers are annealed, one at \(T_1\) (800 °C) and one at \(T_2\) (700 °C).

(a) By what factor does the TED duration differ, if both anneals start with the same defects and end when the same fraction of the stored interstitials remains?

(b) Let the defects form a thin sheet at depth \(R=60\) nm with stored dose \(Q=5\times10^{13}\) cm\(^{-2}\), and let the surface absorb every interstitial that reaches it. Release to the surface alone would take \(t_1=100\) s at 800 °C. How much does loss into the deep substrate change the answer to (a)?

(c) Which completed anneal spreads a dilute boron marker, buried at 250 nm, more?

At 800 °C take an effective interstitial diffusivity \(D_I=10^{-9}\) cm²/s with activation energy \(E_m=1.8\) eV, an interstitial supersaturation \(S=2000\) during dissolution, and an equilibrium boron diffusivity \(D_B=4\times10^{-17}\) cm²/s with activation energy \(E_B=3.5\) eV. The product of \(D_I\) and the equilibrium interstitial concentration \(C^*\) has activation energy \(E_s=4.8\) eV. These are rounded, roughly typical values.

## First estimate by scaling

A thermally activated rate is proportional to \(e^{-E/k_BT}\). Its logarithm changes with temperature as

\[
\frac{d\ln k}{dT}=\frac{E}{k_BT^2}.
\]

The rate therefore changes by a factor \(e\) over a temperature interval of about \(k_BT^2/E\). Both anneals lie near 1000 K, where \(k_BT\approx0.0862\) eV, so

\[
\frac{k_BT^2}{E}\approx\frac{0.0862\times1000}{3.6}\ \text{K}\approx24\ \text{K}.
\]

A step of 100 K contains \(100/23.9\approx4.18\) such intervals. Duration varies inversely with rate, and the estimate is

\[
\frac{t_2}{t_1}\sim e^{4.18}\approx65 .
\]

The estimate treats \(T^2\) as constant across the step. An error in the exponent becomes a relative error in the ratio, so the second figure cannot be trusted yet.

## Exact solution of the rate model

### (a) Ratio of durations

Let \(n\) be the fraction of the initial dose still stored in defects. A general dissolution law with one temperature-dependent rate is

\[
\frac{dn}{dt}=-k(T)\,g(n),\qquad k(T)=k_0e^{-E/k_BT},
\]

where \(g(n)>0\) describes how release depends on the remaining defects. At constant temperature \(k\) is a constant. Separating the variables and integrating from \(n=1\) at \(t=0\) to \(n=n_e\) at the end gives

\[
k(T)\,t=-\int_1^{n_e}\frac{dn}{g(n)}=\int_{n_e}^{1}\frac{dn}{g(n)} .
\]

The last integral contains no temperature. It is the same number for both wafers, because they share the initial state, the end point and the law \(g\). Dividing the two durations removes it:

\[
\frac{t_2}{t_1}=\frac{k(T_1)}{k(T_2)}
=\exp\!\left[\frac{E}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right)\right].
\]

The sign is as it should be: \(T_2<T_1\) makes the bracket positive, and the colder anneal lasts longer. For \(E\to0\) or \(T_2\to T_1\) the ratio tends to one.

The temperatures must be absolute, \(T_1=1073.15\) K and \(T_2=973.15\) K. Then

\[
\frac1{T_2}-\frac1{T_1}=9.5755\times10^{-5}\ \text{K}^{-1},
\]

\[
\frac{3.6}{8.61733\times10^{-5}}\times9.5755\times10^{-5}=4.000,
\qquad \frac{t_2}{t_1}=e^{4.000}\approx55 .
\]

Hence 100 s at 800 °C becomes 5461 s, or 91 min, at 700 °C. Celsius readings in the exponent would have given a factor of 1737.

Numerical integration down to \(n_e=0.01\) gives 54.61 both for first-order decay, \(g=n\), and for \(g=\sqrt n\), in agreement with the cancellation.

### (b) What the surface and the substrate do

While defects remain, they hold the free interstitial concentration beside them at a value \(C_d(T)\). Between the surface at \(x=0\) and the sheet at \(x=R\), steady diffusion requires \(D_I\,d^2C/dx^2=0\), so \(C\) is linear in \(x\). With \(C(0)=0\) and \(C(R)=C_d\),

\[
C(x)=C_d\frac{x}{R},\qquad J=\frac{D_IC_d}{R},
\]

where \(J\) is the flux towards the surface. If this is the only loss, the dose \(Q\) lasts for

\[
t_0=\frac{Q}{J}=\frac{QR}{D_IC_d}.
\]

This is the case \(g=1\): the release rate stays constant until the sheet is empty. The energy that controls dissolution belongs to the product \(D_IC_d\), so \(E\) is the sum of the migration energy \(E_m\) and the activation energy of \(C_d\), here 1.8 eV each.

At 800 °C the stated 100 s requires

\[
D_IC_d=\frac{(5\times10^{13})(6\times10^{-6})}{100}
=3\times10^{6}\ \text{cm}^{-1}\,\text{s}^{-1},
\]

and thus \(C_d=3\times10^{15}\) cm\(^{-3}\). At 700 °C the product is \(5.49\times10^4\) cm\(^{-1}\) s\(^{-1}\), smaller by the factor found in (a).

The steady profile is justified because diffusion across 60 nm takes a time of order \(R^2/D_I=0.036\) s at 800 °C. The free interstitials in this layer number \(C_dR/2=9\times10^9\) cm\(^{-2}\), a tiny part of \(Q\).

The substrate also takes up interstitials. It starts nearly empty compared with \(C_d\), and its boundary at the sheet is held at \(C_d\). The solution of the diffusion equation for \(x>R\) is

\[
C=C_d\,\operatorname{erfc}\!\left(\frac{x-R}{2\sqrt{D_It}}\right).
\]

At \(x=R\) the derivative of erfc with respect to its argument is \(-2/\sqrt\pi\), and the argument contributes the factor \(1/(2\sqrt{D_It})\). The inward flux is therefore

\[
J_s=-D_I\left.\frac{\partial C}{\partial x}\right|_{R}
=C_d\sqrt{\frac{D_I}{\pi t}} .
\]

Integrating \(t^{-1/2}\) gives \(2t^{1/2}\), so the dose lost to the substrate by time \(t\) is \(2C_d\sqrt{D_It/\pi}\). The sheet is empty when both losses add up to \(Q\):

\[
Q=\frac{D_IC_d}{R}\,t+2C_d\sqrt{\frac{D_It}{\pi}} .
\]

Divide by \(Q=D_IC_dt_0/R\) and set \(u=\sqrt{t/t_0}\):

\[
1=u^2+\varphi u,\qquad \varphi=\frac{2R}{\sqrt{\pi D_It_0}} .
\]

The positive root is \(u=-\varphi/2+\sqrt{1+\varphi^2/4}\). For small \(\varphi\), \(u\approx1-\varphi/2\), and

\[
\frac{t}{t_0}=u^2=1-\varphi u\approx1-\varphi+\frac{\varphi^2}{2}.
\]

At 800 °C,

\[
\varphi=\frac{2(6\times10^{-6})}{\sqrt{\pi(10^{-9})(100)}}=0.0214 .
\]

At 700 °C, \(D_I=1.353\times10^{-10}\) cm²/s and \(t_0=5461\) s give \(\varphi=0.0079\). The share is smaller because \(D_It_0\) has grown: the duration rises with energy \(E\), while the diffusivity falls with the smaller energy \(E_m\).

A numerical solution of the full time-dependent problem, with an absorbing surface, the defect sheet and a deep substrate, gives 97.87 s and 5418 s. These are 2.13 % and 0.79 % shorter than the surface-only values, as the expansion predicts. Their ratio is

\[
\frac{5418}{97.87}=55.4 .
\]

Substrate loss thus raises the ratio by 1.4 % relative to the result of (a).

Once the sheet is empty, the supersaturation at its depth falls to one tenth of its plateau in 0.94 s at 800 °C and 7.8 s at 700 °C. Both times are below 1 % of the corresponding duration. If the end is read at one tenth of the plateau, defect dissolution therefore sets the length of TED at this depth. One tenth still means \(S\approx200\) at 800 °C, and the rest decays slowly: the fall to 1 % of the plateau takes about 31 s, and the fall to \(S=10\) about 65 s. This tail lengthens the enhancement but carries only a small part of the boron displacement.

Deeper down the fall takes longer, because the substrate must drain through the surface. Its concentration never exceeds \(C_d\), so at time \(t'\) after dissolution it lies below \(C_d\operatorname{erf}[x/(2\sqrt{D_It'})]\), which is about \(C_dx/\sqrt{\pi D_It'}\) at late times. At the marker depth of 250 nm, the fall to one tenth therefore takes at most about 20 s at 800 °C. If the end of TED were read as the fall to one tenth of the plateau at the marker, the ratio could be lower than 55, though not below about \(5418/(97.9+20)\approx46\). This bound belongs to the threshold of one tenth. For lower fractions the drain of the substrate takes over: at 1 % of the plateau the ratio is about 36. At late times \(C/C_d\approx xt_0/(2\sqrt{\pi D_I}\,t^{3/2})\), so for very small fractions the time scales as \((t_0/\sqrt{D_I})^{2/3}\) and the ratio tends to about 28.

### (c) Duration and displacement

For dilute boron moved by interstitials, the enhanced diffusivity is \(D_BS\), with \(S=C/C^*\). The spread depends on the time integral of \(S\), so both the duration and the height of the plateau matter.

This integral follows from conservation. Define \(U(x)=\int_0^\infty C\,dt\), measuring \(C\) above its small equilibrium value. Integrate the diffusion equation over all time. The term \(\partial C/\partial t\) gives zero, because the excess vanishes at the beginning and at the end. The sheet releases a total dose \(Q\) at \(x=R\), which leaves

\[
D_I\frac{d^2U}{dx^2}=-Q\,\delta(x-R),\qquad U(0)=0 .
\]

In this model nothing is absorbed in the deep substrate, so what flows in eventually flows back, and \(dU/dx=0\) for \(x>R\). Integrating across the sheet gives a slope \(Q/D_I\) for \(x<R\). Hence \(U=Qx/D_I\) up to the sheet and

\[
U=\frac{QR}{D_I}\qquad (x\ge R).
\]

Every depth beyond the sheet receives the same total exposure, provided the anneal continues until the excess has drained from the substrate. The late arrival of interstitials at a deep marker is made up by their late departure. This holds only without permanent sinks in the bulk. If such sinks give the interstitials a decay length \(L\), then \(U=(QL/D_I)\sinh(R/L)\,e^{-x/L}\) for \(x\ge R\). For \(L=1\) µm the exposure at 250 nm is 0.78 of the value without sinks. The accumulated boron diffusion is

\[
\int_0^\infty D_BS\,dt=\frac{D_B}{C^*}\,U=\frac{QR\,D_B}{D_IC^*} .
\]

Neither \(C_d\) nor \(E\) appears. A more stable defect releases its interstitials more slowly, at a lower supersaturation, for a longer time, and the product is unchanged.

What remains is the temperature dependence of \(D_B/(D_IC^*)\), whose activation energy is \(E_B-E_s=-1.3\) eV. The negative sign means that the quantity grows on cooling:

\[
\frac{(D_BSt)_2}{(D_BSt)_1}
=\exp\!\left[\frac{E_s-E_B}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right)\right]
=\exp\!\left(\frac{1.3}{3.6}\times4.000\right)=4.24 .
\]

The individual factors show how this comes about. On cooling, \(D_B\) drops to \(8.19\times10^{-19}\) cm²/s, \(S\) rises from 2000 to about 7590, and the duration rises to 5461 s. The products are

\[
(4\times10^{-17})(2000)(100)=8.0\times10^{-12}\ \text{cm}^2\quad(800\ ^\circ\text{C}),
\]

\[
(8.19\times10^{-19})(7588)(5461)=3.39\times10^{-11}\ \text{cm}^2\quad(700\ ^\circ\text{C}).
\]

The root-mean-square spread added to a thin marker is \(\sqrt{2D_BSt}\), provided \(S\) varies little across the marker's width. It is 40 nm after the completed 800 °C anneal and 82 nm after the completed 700 °C anneal. The colder anneal spreads the boron about twice as far.

The comparison reverses if both anneals last 100 s. At 700 °C only about 2 % of the stored dose has then been released, and the plateau value of \(S\) gives a spread of 11 nm. This slightly overstates the movement at the marker, since the substrate is still filling. Most of the defects survive, and in this model they resume TED when the wafer is heated again.

## Comparison of the estimate with the solution

The scaling estimate gave 65 and the rate model gives 55, so the estimate is high by about 19 % relative to the solution. The cause can be read off by rewriting the exponent:

\[
\frac{E}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right)
=\frac{E\,(T_1-T_2)}{k_B\,T_1T_2}.
\]

The estimate has the same form, with \(T_1T_2\) replaced by \((1000\ \text{K})^2\). The true product is \(1.044\times10^6\) K², which lowers the exponent from 4.18 to \(4.18/1.044=4.00\). Before rounding, the difference is 0.177, which accounts for the factor \(e^{0.177}\approx1.19\). Scaling with the geometric mean \(\sqrt{T_1T_2}\) in place of 1000 K would have reproduced the solution.

The same exponential sensitivity limits how precisely the factor can be known:

- **Activation energy.** Values of 3.5 and 3.7 eV give ratios of 49 and 61.
- **Temperature.** An anneal 5 K below 800 °C lasts 1.20 times as long. If the hotter wafer is really at 795 °C, the ratio to the 700 °C anneal falls to \(54.6/1.20\approx46\).
- **Prefactor.** If \(k_0\) is proportional to \(T\), the ratio gains the factor \(T_1/T_2\) and becomes 60.

The heating ramp matters less here. Near the top temperature \(T\), a lag \(\theta\) below it reduces the rate by about \(e^{-E\theta/k_BT^2}\). At a ramp rate \(r\), the dissolution during heating is equivalent to a time

\[
\frac1r\int_0^\infty e^{-E\theta/k_BT^2}\,d\theta=\frac{k_BT^2}{Er}
\]

at the top temperature. For 50 K/s and 800 °C this is 0.55 s. Integration of the full Arrhenius rate from 500 °C upwards gives 0.53 s, about half a percent of the 100 s anneal. The isothermal treatment fails when the TED duration itself is comparable with this time.

The definition of the end has a larger effect. Suppose that dissolution is first order, that \(S\) falls in proportion to \(n\), and that TED is declared over at a fixed supersaturation \(S_e=10\). With \(S_0\) the initial value, the duration is \((1/k)\ln(S_0/S_e)\). The colder anneal starts from a higher \(S_0\), so the end points no longer correspond to the same \(n_e\), and the integral in (a) does not cancel:

\[
\frac{t_2}{t_1}=54.6\times\frac{\ln(7588/10)}{\ln(2000/10)}
=54.6\times1.252=68 .
\]

The chosen numbers correspond to a medium-dose silicon implant into crystalline silicon that does not amorphize it. There, TED lasts roughly minutes near 800 °C and hours near 700 °C. The effective interstitial diffusivity is uncertain, since it depends on traps in the wafer. If it were 100 times smaller at 800 °C, with \(D_IC_d\) and all energies held fixed, \(\varphi\) would be ten times larger, and the quadratic in (b) would give a ratio of about 63. Real defects also have a range of sizes and depths, and they coarsen during the anneal. If this shifts the effective energy by 0.1 eV, the ratio moves within the 49 to 61 range given above. At higher doses, more stable dislocation loops can form, and a single energy of 3.6 eV no longer describes the release. Boron at high concentration can form immobile clusters, so the spreads in (c) apply to a dilute marker. The numerical output below lists the values at higher resolution than these uncertainties warrant.

## Computed results

```
Boltzmann constant: 8.617333e-05 eV/K
Temperatures: 1073.15 K and 973.15 K
Dissolution energy: 3.6 eV
1/T_low - 1/T_high: 9.5755e-05 1/K
Exponent: 4.0003
Duration ratio: 54.61
Ratio, square-root law integrated: 54.61
Ratio, first-order law integrated: 54.61
Wrong ratio from Celsius values: 1737
Energy giving exactly 55: 3.6064 eV
Stored dose: 5.0e+13 cm^-2; depth: 60 nm
Energies migration, self, boron: 1.8, 4.8, 3.5 eV
Duration at 800 C: 100 s
Duration at 700 C: 5461 s = 91.0 min
D_I at 800, 700 C: 1.000e-09, 1.353e-10 cm^2/s
C_d at 800, 700 C: 3.000e+15, 4.060e+14 cm^-3
D_I C_d at 800, 700 C: 3.000e+06, 5.493e+04 1/(cm s)
Simulated duration at 800 C: 97.87 s
Simulated duration at 700 C: 5418 s
Simulated duration ratio: 55.36
Substrate-loss estimate 800, 700 C: 2.14, 0.79 %
Simulated shortening 800, 700 C: 2.13, 0.79 %
Fall of S to 10 % after dissolution, 800 C: 0.94 s
Fall of S to 10 % after dissolution, 700 C: 7.82 s
Supersaturation at 800, 700 C: 2000, 7588
D_B at 800, 700 C: 4.00e-17, 8.19e-19 cm^2/s
D_B S t at 800, 700 C: 8.00e-12, 3.39e-11 cm^2
Ratio of D_B S t, formula: 4.24
Ratio of D_B S t, simulated durations: 4.30
Boron spread, completed TED at 800 C: 40.0 nm
Boron spread, completed TED at 700 C: 82.4 nm
Boron spread, only 100 s at 700 C: 11.1 nm
Dose released in 100 s at 700 C: 1.83 %
Ratio for 3.5 and 3.7 eV: 48.9, 61.0
Duration factor for 5 K below 800 C: 1.200
Ratio if prefactor of rate is proportional to T: 60.2
Ramp rate: 50 K/s, starting at 500 C
Ramp-equivalent time at 800, 700 C: 0.525, 0.434 s
Ramp estimate kB T^2/(E r) at 800 C: 0.551 s
Ratio for first-order decay to S = 10: 68.4
Logarithmic factor in that ratio: 1.252
```
